\section*{Hubbard U, lithium voltages and phase separation in a two-site model}

\section{Integer and averaged valence}

\textbf{Q.} When I add a Hubbard $U$ to a calculation on a lithium host, the predicted voltage goes up, and a half-lithiated phase that was stable may become unstable. I am told that $U$ ``favours integer valence''. What does the added term do?

\textbf{A.} Take one redox orbital $d$ per metal site, in one spin channel, with occupation $n_i$ between 0 and 1. In its common rotationally invariant form, the added energy is then
\begin{equation}
E_U=\frac U2\sum_i n_i(1-n_i),\qquad U>0 .
\label{eq:EU}
\end{equation}
It is zero for $n_i=0$ or 1 and largest at $n_i=\tfrac12$. Let two sites share one electron. With integer valence, $(1,0)$, the cost is zero. With averaged valence, $(\tfrac12,\tfrac12)$, it is $\frac U2\left(\frac14+\frac14\right)=\frac U4$, or $U/8$ per site.

\textbf{Q.} Why should averaged valence be penalised at all? Electrons do delocalise.

\textbf{A.} Because a semilocal functional gives it a false bonus. Put a fraction $n$ of an electron in an orbital of fixed shape. Its Hartree self-repulsion is $\frac J2n^2$, while local exchange scales as $-n^{4/3}$. If the two cancel at $n=1$, their sum is $\frac J2(n^2-n^{4/3})$, which is negative for $0<n<1$. The fractional occupation comes out too low in energy. I model this error by a parabola of curvature $K>0$,
\begin{equation}
E_{\rm error}=-\frac K2\sum_i n_i(1-n_i),
\label{eq:K}
\end{equation}
and take the integer energies as correct.

Stretched H$_2^+$ shows the effect in a real system. At a proton distance of 6 Å, sharing the electron equally instead of placing it on one proton changes the exact energy in the cc-pVTZ basis by only $-0.002$ eV. PBE, evaluated on the same fixed densities, gives $-2.18$ eV. (Adding diffuse functions, aug-cc-pVTZ, moves these values to $-0.003$ and $-2.17$ eV; the $K$ and the ratio at $n=\frac14$ quoted below do not change.) For two sites with occupations $n$ and $1-n$ the error (\ref{eq:K}) is $-Kn(1-n)$, hence $-K/4$ at equal sharing, and $K\approx4\times2.18\approx8.7$ eV. This effective value includes the repulsion between the sites. The error at $n=\frac14$ is 0.73 of that at $n=\frac12$; a parabola would give 0.75. Nearer the integer ends the agreement is poorer: at $n=0.1$ the ratio is 0.32 against 0.36. The example supports the sign of (\ref{eq:K}) and, approximately, its shape when summed over the two sites. It does not test the shape on a single site, where $n^2-n^{4/3}$ is not symmetric about $n=\frac12$, and it does not give a value of $K$ for $d$ orbitals.

Adding (\ref{eq:EU}) and (\ref{eq:K}) leaves
\begin{equation}
\frac D2\sum_i n_i(1-n_i),\qquad D=U-K .
\end{equation}
In this model $U=K$ removes the error, a smaller $U$ leaves part of it, and a larger $U$ overcorrects.

\section{The average voltage}

\textbf{Q.} Then the voltage should be easy. Lithium brings an electron, the electron goes into $d$, and $U$ acts on $d$.

\textbf{A.} That argument fails for integer end members. Let $E(x)$ be the host energy per formula unit at lithium content $x$. The average voltage between $x=0$ and $x=1$ is
\begin{equation}
e\bar V=E(0)+E_{\rm Li}-E(1),
\label{eq:V}
\end{equation}
with $E_{\rm Li}$ the energy per atom of lithium metal, which carries no $U$. If $d$ is empty at $x=0$ and full at $x=1$, then (\ref{eq:EU}) vanishes in both phases and $\bar V$ does not depend on $U$. Integer versus averaged valence on two metal sites therefore cannot explain the rise of the average voltage.

\textbf{Q.} But the rise is there in my calculations. What is missing?

\textbf{A.} Covalency. Give each formula unit a filled ligand orbital $p$ at energy zero, with $d$ at $\Delta>0$ and coupling $-v$ between them. The delithiated unit has one electron in this pair, in the orbital $\sqrt n\,d+\sqrt{1-n}\,p$. Ignoring hopping between the metals for the moment, its energy is
\begin{equation}
E(0)=\min_n\left[\Delta n-2v\sqrt{n(1-n)}+\frac D2n(1-n)\right].
\label{eq:dimer}
\end{equation}
The factor 2 comes from the two equal cross terms. For $v>0$ the minimum has $0<n<1$, since the square root has infinite slope at both ends. The formally empty $d$ orbital is partly occupied and pays the penalty. The lithiated unit has two electrons in two orbitals. Both are full whatever the mixing, so $n=1$ and the penalty is zero.

\textbf{Q.} So $U$ raises the energy of the delithiated phase and leaves the lithiated one alone. Can you give the size of the effect?

\textbf{A.} Yes, from the occupations. Let $\rho$ be the one-electron density matrix and $P$ the sum of $n_i(1-n_i)$ per formula unit. Along a self-consistent solution,
\begin{equation}
\frac{dE}{dU}=\left.\frac{\partial E}{\partial U}\right|_\rho
+\frac{\partial E}{\partial\rho}\cdot\frac{d\rho}{dU}=\frac P2 .
\label{eq:HF}
\end{equation}
The second term vanishes because $E$ is stationary under allowed changes of $\rho$; the first is read from (\ref{eq:EU}). With the same $U$ in both phases, (\ref{eq:V}) gives
\begin{equation}
e\frac{d\bar V}{dU}=\frac12\left[P(0)-P(1)\right].
\label{eq:slopeV}
\end{equation}
In this model $P(1)=0$ and $P(0)>0$, so the voltage rises. The rise slows as $U$ grows. At fixed $\rho$ the energy is linear in $U$, and the minimum over a family of straight lines is concave, so its slope $P(0)/2$ cannot increase.

\textbf{Q.} Must $U$ always raise the voltage?

\textbf{A.} No. The sign is that of $P(0)-P(1)$. Suppose the ligand orbital is empty and lies above $d$. Then the delithiated pair holds no electron and has $P(0)=0$, while the lithiated pair shares one electron and has $P(1)>0$. Now $U$ lowers the voltage. In your own calculation, compare $\sum\mathrm{Tr}[\mathbf n(1-\mathbf n)]$ over the corrected shells of the two end members, where $\mathbf n$ is the occupation matrix of a shell for one spin and the sum runs over both spins. With fixed projectors, half the difference per formula unit is the slope.

\section{The half-lithiated host}

\textbf{Q.} Now the mixed phase. How do you decide whether it separates?

\textbf{A.} By its formation energy per formula unit relative to the end members,
\begin{equation}
E_f=E(\tfrac12)-\tfrac12\left[E(0)+E(1)\right].
\label{eq:Ef}
\end{equation}
At zero temperature a positive $E_f$ means that a half-and-half mixture of the end members is lower. A negative $E_f$ means that the mixed phase is stable against that separation, though it does not say whether the lithium in it is ordered.

The cell has two formula units, $A$ and $B$, with hopping $-t$ between their $d$ orbitals ($t>0$). Lithium arrangement and lattice misfit add an energy $w$ per formula unit to $E(\frac12)$. I take $w$ to be independent of $U$ and of where the electron sits. Applying (\ref{eq:HF}) to each term of (\ref{eq:Ef}) gives
\begin{equation}
\frac{dE_f}{dU}=\frac12\left\{P(\tfrac12)-\tfrac12[P(0)+P(1)]\right\}.
\label{eq:slopeF}
\end{equation}
With averaged valence and moderate covalency, as in the worked case below, $P(\frac12)$ is near its maximum of $\frac14$, and $E_f$ rises with $U$. If the cell is strongly charge ordered, one site resembles the lithiated phase and the other the delithiated one. The bracket then nearly cancels and the rise almost stops.

\textbf{Q.} Can this be solved by hand?

\textbf{A.} It can without the ligand coupling, $v=0$. The ligand orbitals then stay full, provided $d$ lies high enough, and I leave out their constant energy. The electronic energies of the whole cell are 0 at $x=0$ and $2\Delta$ at $x=1$, where both $d$ orbitals are full and hopping gains nothing. At $x=\frac12$ one electron occupies $\sqrt{n_A}\,d_A+\sqrt{n_B}\,d_B$ with $n_A+n_B=1$. Since $1-n_A=n_B$, each site contributes $\frac D2n_An_B$. With $s=\sqrt{n_An_B}$ the cell energy is $\Delta+\varepsilon(s)$, where
\begin{equation}
\varepsilon(s)=-2ts+Ds^2,\qquad 0\le s\le\tfrac12 .
\end{equation}
Here $s=\frac12$ is averaged valence and $s=0$ integer valence. The derivative is $\varepsilon'=-2t+2Ds$.

If $D\le2t$, then $\varepsilon'\le0$ over the whole range, so the minimum is at $s=\frac12$ and $\varepsilon=-t+D/4$. If $D>2t$, the derivative vanishes at $s=t/D<\frac12$, and $\varepsilon=-2t^2/D+t^2/D=-t^2/D$. The formation energy of the cell is $2w+\Delta+\varepsilon-\frac12(0+2\Delta)=2w+\varepsilon$. Per formula unit,
\begin{equation}
E_f=\begin{cases}
w-\dfrac t2+\dfrac D8, & D\le2t\quad\text{(averaged)},\\[2mm]
w-\dfrac{t^2}{2D}, & D>2t\quad\text{(disproportionated)}.
\end{cases}
\label{eq:closed}
\end{equation}
On the first branch $U$ removes the false bonus at the rate $\frac18$. On the second, $P(\frac12)=s^2=t^2/D^2$, so the slope $t^2/(2D^2)$ starts at the same $\frac18$ at $D=2t$ and falls towards zero as the electron localises; $E_f$ approaches $w$ from below.

\textbf{Q.} So a large enough $U$ does not force phase separation?

\textbf{A.} Not by itself. By (\ref{eq:closed}), $E_f<w$ for every $U$, so for $w\le0$ the mixed phase survives. For $w>0$, $E_f$ increases with $D$ and changes sign once. Setting each branch to zero, and requiring that the root lie on that branch, gives
\begin{equation}
D_c=\begin{cases}4t-8w,&w\ge t/4,\\ t^2/(2w),&0<w<t/4.\end{cases}
\label{eq:Dc}
\end{equation}
The critical value is $U_c=K+D_c$; if this is negative, the phase separates already at $U=0$.

At $U=K$, where the model has no curvature error, the criterion is $w>t/2$: the cost of mixing must exceed the energy gained by hopping. If $0<w<t/2$, separation appears only at $U>K$ and is an artefact of overcorrection.

\textbf{Q.} What would I see in the voltage curve?

\textbf{A.} Going from $x=0$ to $\frac12$ inserts half a lithium per formula unit, so the energy difference is divided by $\frac12$. Substituting $E(\frac12)$ from (\ref{eq:Ef}),
\begin{align}
eV_1&=E_{\rm Li}-2\left[E(\tfrac12)-E(0)\right]=e\bar V-2E_f,\\
eV_2&=E_{\rm Li}-2\left[E(1)-E(\tfrac12)\right]=e\bar V+2E_f .
\end{align}
For $E_f<0$ the voltage steps down as lithium enters. For $E_f>0$ it would step up, which signals instability: the equilibrium curve is then a single plateau at $\bar V$.

\section{A worked case}

\textbf{Q.} Please put numbers in, with the ligand coupling restored.

\textbf{A.} I use round model parameters that represent no particular material: $\Delta=2$, $v=1$, $K=4$, $t=0.1$ and $w=0.08$ eV. The energy is minimised over single determinants. The table gives the voltage shift $\delta\bar V$ from $U=0$, the $d$ occupation $n_0$ at $x=0$, and the two occupations and $E_f$ at $x=\frac12$.

\begin{center}
\begin{tabular}{ccccc}
$U$ (eV) & $\delta\bar V$ (V) & $n_0$ & $n_A,\ n_B$ & $E_f$ (meV)\\
0 & 0 & 0.27 & 0.56, 0.56 & $-290$\\
2 & 0.18 & 0.21 & 0.56, 0.56 & $-135$\\
4 & 0.33 & 0.15 & 0.57, 0.57 & $37$\\
6 & 0.43 & 0.09 & 1.00, 0.10 & $78$
\end{tabular}
\end{center}

The voltage follows from the occupations. At $U=0$, 2 and 4 eV, $P(0)$ is 0.195, 0.166 and 0.125. Integrating (\ref{eq:slopeV}) by Simpson's rule with a spacing of 2 eV gives
\begin{equation}
\delta\bar V=\frac12\cdot\frac23\left(0.195+4\times0.166+0.125\right)\,\text{V}\approx0.33\ \text{V},
\end{equation}
in agreement with the energy difference. When the ligand level is moved above $d$, so that the lithiated phase is the covalent one, the same change of $U$ gives $-0.33$ V.

For the mixed phase at $U=4$ eV, $P(\frac12)=0.245$, and (\ref{eq:slopeF}) gives a slope of $\frac12(0.245-0.063)=0.091$, or 91 meV per eV of $U$. At 6 eV, where the cell has disproportionated, it is $\frac12(0.0444-0.0420)=0.0012$, about 1 meV per eV.

\textbf{Q.} Where does the mixed phase become unstable, and does it charge order first?

\textbf{A.} It becomes unstable at $U_c=3.59$ eV, below $K$, and both occupations are still 0.57 there. Charge order inside the mixed cell is therefore not needed. Averaged valence has lost most of its false bonus, and the system lowers its energy by forming two phases, each with a single formal valence. Without ligand coupling, (\ref{eq:Dc}) gives $D_c=0.40-0.64=-0.24$ eV and $U_c=3.76$ eV.

In the voltage curve, the steps at $U=0$ lie 0.58 V above and below the average. At $U=4$ eV they would lie 0.075 V below and then above it, so a single plateau replaces them.

\textbf{Q.} And a host with wider bands?

\textbf{A.} With $t=0.3$ eV and the rest unchanged, $U_c=4.52$ eV, which exceeds $K$. The value of $E_f$ at $U=K$ shows why. There the electrons are independent, and at $x=\frac12$ the last one occupies the antibonding $d$--$p$ orbital, whose $d$ weight is $1-n_0=0.853$. To first order in $t$ it hops with amplitude $0.853\,t$. At $x=0$ and at $x=\frac12$ both combinations of the bonding orbitals are full, and their first-order shifts cancel; at $x=1$ all levels are full. At zeroth order in $t$ the cell holds zero, one and two antibonding electrons at $x=0$, $\frac12$ and 1, so these terms cancel in (\ref{eq:Ef}). Hence
\begin{equation}
E_f(U=K)\approx w-\tfrac12(0.853)\,t .
\end{equation}
This gives $80-43=37$ meV for $t=0.1$ eV and $80-128=-48$ meV for $t=0.3$ eV, matching the full minimisation. In the wide-band host the mixed phase is stable at $U=K$, and a $U$ above 4.52 eV destroys it wrongly. With $t=0.1$ eV and $w=-0.02$ eV, $E_f$ stays negative at all four values of $U$ in the table, ending at $-22$ meV.

\section{What carries over to a real host}

\textbf{Q.} Could I then choose $U$ by matching the measured voltage?

\textbf{A.} The match alone would not show that $U$ is right. In the table the voltage continues to rise beyond $U=K$, with no feature to mark the correct value. A fitted $U$ can absorb an unrelated error in the voltage and then give the wrong sign of $E_f$. In the wide-band host the voltage rises by only about $\frac12P(0)\times0.52\approx0.03$ V between $U=K$ and $U_c=4.52$ eV, so absorbing an error of that size is enough to change the sign. An independent estimate of the curvature is a better guide, together with a check that the sign of $E_f$ survives reasonable changes of $U$.

\textbf{Q.} Which conclusions should I not take from two sites?

\textbf{A.} The numerical thresholds, and anything about compositions other than $x=\frac12$. A real host has many lithium arrangements, and one positive $E_f$ does not exclude a stable phase elsewhere. At finite temperature the entropy of lithium and electrons can stabilise a solid solution despite a small positive $E_f$. Lattice relaxation around a localised electron and repulsion between neighbouring sites would make $w$ depend on the charge pattern, contrary to my assumption. The other $d$ orbitals also contribute to $P$ in both phases and can change the size or sign of the voltage shift.

The slope relations (\ref{eq:slopeV}) and (\ref{eq:slopeF}) are less restricted. With $P$ taken as $\sum\mathrm{Tr}[\mathbf n(1-\mathbf n)]$ per formula unit over all corrected shells and both spins (this equals $\sum_i n_i(1-n_i)$ over the eigenvalues of $\mathbf n$, not over its diagonal elements), they hold along any self-consistent solution that changes smoothly with $U$, for fixed projectors and a common $U$. The numerical check tests them in this model by comparing finite differences of the energies with the occupations.

\section*{Calculated quantities}
\begin{verbatim}
Stretched H2+, PBE on fixed one-electron densities, cc-pVTZ
  proton distance: 6.0 angstrom
  E(shared) - E(on one site), exact in basis: -0.0020 eV
  E(shared) - E(on one site), PBE: -2.179 eV
  effective curvature K of PBE here: 8.71 eV
  error at n=1/4 over error at n=1/2: 0.728 (no unit)
Model parameters
  delta = 2.0 eV, v = 1.0 eV, K = 4.0 eV
  t = 0.10 eV, w = 0.080 eV per f.u.
Results at each U (occupations and P have no unit)
  U = 0.0 eV: average voltage shift from U=0: 0.000 V
    n_d at x=0: 0.266; at x=1/2: 0.560 and 0.560
    P at x=0: 0.1952; P at x=1/2: 0.2464
    formation energy at x=1/2: -290.2 meV per f.u.
    steps minus average voltage: +0.580 V, -0.580 V
  U = 2.0 eV: average voltage shift from U=0: 0.182 V
    n_d at x=0: 0.211; at x=1/2: 0.564 and 0.564
    P at x=0: 0.1664; P at x=1/2: 0.2459
    formation energy at x=1/2: -135.0 meV per f.u.
    steps minus average voltage: +0.270 V, -0.270 V
  U = 4.0 eV: average voltage shift from U=0: 0.328 V
    n_d at x=0: 0.147; at x=1/2: 0.569 and 0.569
    P at x=0: 0.1252; P at x=1/2: 0.2452
    formation energy at x=1/2: 37.3 meV per f.u.
    steps minus average voltage: -0.075 V, +0.075 V
  U = 6.0 eV: average voltage shift from U=0: 0.432 V
    n_d at x=0: 0.093; at x=1/2: 0.997 and 0.095
    P at x=0: 0.0840; P at x=1/2: 0.0444
    formation energy at x=1/2: 77.6 meV per f.u.
    steps minus average voltage: -0.155 V, +0.155 V
Integral of P(x=0)/2 over U from 0 to 4 eV: 0.328 V
Voltage shift, lithiated phase covalent, U=4 eV: -0.328 V
Critical U for phase separation
  no ligand, t=0.1 eV, w=0.08 eV: 3.760 eV
  no ligand, t=0.1 eV, w=0.015 eV: 4.333 eV
  with ligand, t=0.1 eV, w=0.08 eV: 3.586 eV
    d occupations there: 0.568, 0.568
  with ligand, t=0.3 eV, w=0.08 eV: 4.516 eV
E_f at U=K, t=0.3 eV: -47.9 meV per f.u.
Host with w = -0.02 eV, t = 0.1 eV: E_f in meV per f.u.
  U = 0.0 eV: -390.2 meV
  U = 2.0 eV: -235.0 meV
  U = 4.0 eV: -62.7 meV
  U = 6.0 eV: -22.4 meV
\end{verbatim}
